\section*{Why Hartree-Fock band gaps are too large: the missing polarization}

\section{What the Hartree-Fock gap measures}

\textbf{Q.} I measure a gap by removing an electron from a crystal in one experiment and adding one in another. Does the difference of two Hartree-Fock (HF) levels describe the same thing?

\textbf{A.} It describes those two processes with every other electron held still. Let $h$ be the kinetic energy plus the attraction of the ions, and let $J_{ij}$ and $K_{ij}$ be the Coulomb and exchange integrals between spin-orbitals $i$ and $j$. A determinant has the energy
\begin{equation}
E=\sum_{i}^{\rm occ}h_{ii}+\tfrac12\sum_{ij}^{\rm occ}(J_{ij}-K_{ij}).
\end{equation}
Put an electron into an empty orbital $c$ without changing the orbitals. The new terms are $h_{cc}$ and the pairs of $c$ with each occupied $j$. Each pair occurs twice in the double sum, which cancels the factor $\tfrac12$:
\begin{equation}
E(N+1)-E(N)=h_{cc}+\sum_j^{\rm occ}(J_{cj}-K_{cj})=\varepsilon_c .
\end{equation}
Removing an electron from $v$ deletes the corresponding terms. The term $j=v$ does no harm, because $J_{vv}=K_{vv}$, so $E(N-1)-E(N)=-\varepsilon_v$. Adding the two results gives
\begin{equation}
E(N+1)+E(N-1)-2E(N)=\varepsilon_c-\varepsilon_v .
\end{equation}
This is your gap, with frozen orbitals. The two charges are never present together, so their mutual attraction does not enter.

\section{The energy that is left out}

\textbf{Q.} What would the other electrons do if they were free to move?

\textbf{A.} They would polarize around the added charge and lower its energy. Represent one polarization mode by an oscillator of frequency $\omega$, with $\hbar=1$, coupled to a localized charge with strength $g$:
\begin{equation}
\omega b^\dagger b+g(b+b^\dagger)
=\omega\Big(b^\dagger+\frac g\omega\Big)\Big(b+\frac g\omega\Big)-\frac{g^2}{\omega}.
\end{equation}
The energy falls by $g^2/\omega$. The charge gains $2g^2/\omega$ in the field of the displaced mode, and half of that is spent on displacing it. A hole has coupling $-g$ and gains the same amount. Both $E(N+1)$ and $E(N-1)$ therefore fall, and so does the gap.

For a size estimate, let $W$ be the screened interaction, $v$ the bare one, and $W_p=W-v$ the part due to polarization. In a medium of static dielectric constant $\epsilon_0$, at long range,
\begin{equation}
W_p\simeq-\frac{Ae^2}{r},\qquad A=1-\frac1{\epsilon_0},
\end{equation}
where $e^2$ stands for the squared charge over $4\pi$ times the vacuum permittivity. A charge density $\rho$ changes the energy by $\tfrac12\int\!\!\int\rho W_p\rho$, which is of order $-Ae^2/2R$ if it is spread over a radius $R$. Electron and hole together give a gap reduction of order $Ae^2/R$.

\textbf{Q.} A band electron is spread over the whole crystal. Should $R$ not be infinite?

\textbf{A.} It would be, if the medium responded to the average density. Take one electron on a ring of $M$ sites, each with its own oscillator. In mean field with a uniform density, each oscillator feels the charge fraction $1/M$, and the energy is
\begin{equation}
-M\,\frac{(g/M)^2}{\omega}=-\frac{g^2}{M\omega}.
\end{equation}
This vanishes for a large ring. Relaxing the HF orbitals around a charge that stays delocalized therefore does not supply the missing energy.

The full coupling is $g\sum_i n_i(b_i+b_i^\dagger)$. It takes the electron from $k$ to $k'$ while exciting oscillator $i$, with a matrix element of magnitude $g/M$. Second-order perturbation theory sums its square over the $M$ oscillators:
\begin{equation}
\Delta E_k=-\frac{g^2}{M}\sum_{k'}\frac{1}{\omega+\varepsilon_{k'}-\varepsilon_k}
\;\longrightarrow\;-\frac{g^2}{\omega}
\end{equation}
when the band is narrow compared with $\omega$. The factor $1/M$ is compensated by the $M$ final states. The polarization follows the electron from site to site. This is correlation, which a determinant that keeps the charge delocalized cannot hold. A mean-field state with the electron trapped on one site does recover $-g^2/\omega$, but it gives up the band energy of twice the hopping, which is the larger amount in the example below. On a long ring mean field does best with a charge spread over some tens of sites, but with the parameters below that state gains only about $0.0002\,\omega$.

With $g=0.1\,\omega$ and hopping $0.05\,\omega$, exact diagonalization for four sites gives $-0.0091\,\omega$, against $-0.0025\,\omega$ in mean field. For two sites, where both bonds of the ring join the same pair and the matrix element is $0.1\,\omega$, the values are $-0.0092\,\omega$ and $-0.0050\,\omega$. The true shift hardly depends on the ring size.

\section{From polarization to screened exchange}

\textbf{Q.} In a crystal there are also filled bands. How do they change the argument?

\textbf{A.} They block some of the fluctuations. Describe the linear response of the medium by modes $s$ with real coupling functions $g_s(\mathbf r)$, and write $g^s_{ij}=\langle i|g_s|j\rangle$. The coupling acts on the departure of the density from that of the reference determinant:
\begin{equation}
H'=\sum_s(b_s+b_s^\dagger)\Big[\sum_{ij}g^s_{ij}c_i^\dagger c_j-\sum_j^{\rm occ}g^s_{jj}\Big].
\end{equation}
In reality the modes belong to the same electrons. Treating them as separate oscillators is an assumption of the model.

In the $N$-electron state the second-order energy comes from jumps of an occupied $j$ to an empty $l$, each with one mode excited:
\begin{equation}
E^{(2)}(N)=-\sum_s\sum_{j}^{\rm occ}\sum_l^{\rm emp}\frac{|g^s_{lj}|^2}{\varepsilon_l-\varepsilon_j+\omega_s}.
\end{equation}
Now add an electron in the empty orbital $n$. It can excite a mode and stay in $n$, or jump to another empty $j$. These processes lower the energy. The jumps from occupied orbitals into $n$ are now forbidden, and their loss raises it. The level shift is the difference of the two second-order energies:
\begin{equation}
\Delta_n=\sum_s\Big[-\sum_{j}^{\rm emp}\frac{|g^s_{nj}|^2}{\varepsilon_j-\varepsilon_n+\omega_s}
+\sum_j^{\rm occ}\frac{|g^s_{nj}|^2}{\varepsilon_n-\varepsilon_j+\omega_s}\Big],
\label{dyn}
\end{equation}
where $j=n$ belongs to the first sum. For an occupied $n$, the hole state gains the processes of the second sum, including $j=n$, and loses those of the first. The level is $E(N)-E(N-1)$, which reverses the sign, so (\ref{dyn}) holds again.

\textbf{Q.} Where does a static screened interaction come from?

\textbf{A.} From neglecting the level differences beside $\omega_s$. By the oscillator result above, a static density $\rho$ gains $\sum_s(\int g_s\rho)^2/\omega_s$. Equating its negative to $\tfrac12\int\!\!\int\rho W_p\rho$ gives
\begin{equation}
W_p(\mathbf r,\mathbf r')=-2\sum_s\frac{g_s(\mathbf r)g_s(\mathbf r')}{\omega_s}.
\end{equation}
In (\ref{dyn}) each empty orbital then contributes $+\tfrac12W_p$ and each occupied one $-\tfrac12W_p$, taken between the products $\phi_n^*\phi_j$ and $\phi_j^*\phi_n$. Define $\gamma(\mathbf r,\mathbf r')=\sum_j^{\rm occ}\phi_j(\mathbf r)\phi_j^*(\mathbf r')$ for the spin of $n$, since $g_s$ does not flip spins. Completeness makes the sum over empty orbitals $\delta-\gamma$, so $\Delta_n=\langle n|\Delta\Sigma|n\rangle$ with
\begin{equation}
\Delta\Sigma=\tfrac12W_p\big[(\delta-\gamma)-\gamma\big]
=\tfrac12\,\delta(\mathbf r-\mathbf r')W_p(\mathbf r,\mathbf r)-\gamma(\mathbf r,\mathbf r')W_p(\mathbf r,\mathbf r').
\end{equation}
The second term joins the Fock exchange $-\gamma v$ to make $-\gamma W$, the screened exchange. The first is the Coulomb hole, the polarization energy of a static point charge. Together they are the COHSEX approximation.

In a four-level test with one mode and level spacings far below $\omega$, exact diagonalization gives shifts of $-6.30$ and $+8.02$ for the lowest empty and highest filled level, in units of $10^{-5}\omega$. COHSEX gives $-6.28$ and $+7.98$. The terms $j=n$, which the static step leaves exact, supply $-6.40$ and $+8.10$ of these, so the test probes the jumps between levels only through a small remainder. In a crystal, completeness brings in empty states so high that the static step is not justified for them. I return to this with the numbers.

\section{The gap in a model medium}

\textbf{Q.} Can you turn this into a formula for the gap?

\textbf{A.} Yes, for a homogeneous medium that screens long waves fully and short waves weakly:
\begin{equation}
\frac1{\epsilon(q)}=1-\frac{A\kappa^2}{q^2+\kappa^2}.
\end{equation}
Here $1/\kappa$ is the screening length. Multiplying $1/\epsilon(q)-1$ by $4\pi e^2/q^2$ and splitting into partial fractions gives
\begin{equation}
W_p(q)=-4\pi Ae^2\Big[\frac1{q^2}-\frac1{q^2+\kappa^2}\Big],\qquad
W_p(r)=-Ae^2f(r),\quad f(r)=\frac{1-e^{-\kappa r}}{r}.
\end{equation}
Since $f(0)=\kappa$, the Coulomb hole lowers every level by $Ae^2\kappa/2$. With
\begin{equation}
X_n=\int\!\!\int\phi_n^*(\mathbf r)\gamma(\mathbf r,\mathbf r')f(|\mathbf r-\mathbf r'|)\phi_n(\mathbf r')\,d^3r\,d^3r',
\end{equation}
the level shift is $\Delta_n=Ae^2(X_n-\kappa/2)$. The Coulomb hole cancels between $c$ and $v$:
\begin{equation}
E_g^{\rm HF}-E_g^{\rm COHSEX}=\Delta_v-\Delta_c=Ae^2(X_v-X_c)\equiv\frac{Ae^2}{R}.
\label{gap}
\end{equation}
The orbitals are the same on both sides, and mixing of bands by $\Delta\Sigma$ is neglected.

\textbf{Q.} Why should $X_v$ be larger than $X_c$?

\textbf{A.} Insert the Fourier integral of $f$:
\begin{equation}
X_n=\int\!\frac{d^3q}{(2\pi)^3}\,\frac{4\pi\kappa^2}{q^2(q^2+\kappa^2)}\,S_n(\mathbf q),\qquad
S_n(\mathbf q)=\sum_j^{\rm occ}|\langle j|e^{-i\mathbf q\cdot\mathbf r}|n\rangle|^2 .
\label{xq}
\end{equation}
By completeness $0\le S_n\le1$, and therefore $0\le X_n\le f(0)=\kappa$. As $q\to0$ in an insulator, $S_v\to1$, because a valence state overlaps with its own band, while $S_c\to0$ by orthogonality. Long waves, which are screened best, thus favour $X_v$. Short waves could in principle reverse the order, so $X_v>X_c$ has to be checked for given orbitals.

\textbf{Q.} So what is the localization radius?

\textbf{A.} Consider flat bands built from localized orbitals that do not overlap between sites. The valence state is $N_s^{-1/2}\sum_{\mathbf L}e^{i\mathbf k\cdot\mathbf L}w(\mathbf r-\mathbf L)$ on $N_s$ sites, and $\gamma=\sum_{\mathbf L}w(\mathbf r-\mathbf L)w(\mathbf r'-\mathbf L)$. Without overlap, $\mathbf r$ and $\mathbf r'$ must lie on the same site. The $N_s$ equal terms cancel the normalization, leaving
\begin{equation}
X_v=\int\!\!\int w^2(\mathbf r)f(|\mathbf r-\mathbf r'|)w^2(\mathbf r')\,d^3r\,d^3r' .
\end{equation}
The size of the Wannier orbital $w$ enters, although the electron is delocalized.

Let $w^2$ be a Gaussian of variance $\sigma^2$ along each axis. Its Fourier transform is $e^{-q^2\sigma^2/2}$, so $S_v=e^{-q^2\sigma^2}$. Take the $p$-like orbital $(x/\sigma)w$ for the conduction band. The transform of $xw^2/\sigma$ has magnitude $|q_x|\sigma e^{-q^2\sigma^2/2}$. Squaring and averaging over angles gives $S_c=\tfrac13q^2\sigma^2e^{-q^2\sigma^2}$. The angular integral in (\ref{xq}) leaves
\begin{equation}
X_n=\frac{2\kappa^2}{\pi}\int_0^\infty\frac{S_n(q)}{q^2+\kappa^2}\,dq .
\end{equation}
For $X_v$ we need $I(u)=\int_0^\infty e^{-uq^2}/(q^2+\kappa^2)\,dq$ at $u=\sigma^2$. Differentiation removes the denominator:
\begin{equation}
\frac{d}{du}\big(e^{-\kappa^2u}I\big)=-e^{-\kappa^2u}\int_0^\infty e^{-uq^2}dq=-\frac12\sqrt{\frac\pi u}\,e^{-\kappa^2u}.
\end{equation}
Integrate from $I(0)=\pi/2\kappa$, substituting $u=y^2$ on the right:
\begin{equation}
e^{-\kappa^2\sigma^2}I=\frac{\pi}{2\kappa}-\sqrt\pi\int_0^\sigma e^{-\kappa^2y^2}dy
=\frac{\pi}{2\kappa}\,{\rm erfc}(\kappa\sigma).
\end{equation}
Hence $X_v=(2\kappa^2/\pi)I$. For $X_c$ write $q^2/(q^2+\kappa^2)=1-\kappa^2/(q^2+\kappa^2)$ and use $\int_0^\infty e^{-\sigma^2q^2}dq=\sqrt\pi/2\sigma$:
\begin{align}
X_v&=\kappa\,e^{\kappa^2\sigma^2}{\rm erfc}(\kappa\sigma),\\
X_c&=\frac{2\kappa^2\sigma^2}{3\pi}\Big[\frac{\sqrt\pi}{2\sigma}-\kappa^2I\Big]
=\frac{\kappa^2\sigma^2}{3}\Big[\frac1{\sigma\sqrt\pi}-X_v\Big].
\end{align}

If the orbital is large compared with the screening length, $\kappa\sigma\gg1$, then $X_v\simeq(1-1/2\kappa^2\sigma^2)/(\sigma\sqrt\pi)$. This gives $X_c\to1/(6\sigma\sqrt\pi)$ and
\begin{equation}
R\to\tfrac65\sqrt\pi\,\sigma\approx2.1\,\sigma .
\end{equation}
If the orbital is small, $X_v\to\kappa$, $X_c\to0$ and $R\to1/\kappa$: the medium cannot screen on a finer scale than its screening length. So $R$ is set by orbital size and screening length together.

\section{Numbers for a model crystal}

\textbf{Q.} How large is the effect in a definite case?

\textbf{A.} Take a simple cubic lattice with $a=6$~\AA\ and the local potential $-V_0[\cos Gx+\cos Gy+\cos Gz]$, where $G=2\pi/a$ and $V_0=4$~eV. It stands for the ions plus the Hartree field. The lowest band is filled, with two electrons per cell. I choose $\epsilon_0=4$, so $A=0.75$, and $\kappa=1.5$~\AA$^{-1}$. These are round model values, and $\epsilon_0$ has to be read as the screening of a separate medium. The two electrons per cell have a plasma energy of only 3.6~eV. For the 3.79~eV direct gap found below, the $f$-sum rule limits their own dielectric constant to $1+(3.6/3.79)^2\approx1.9$. Exchange is evaluated to first order with the orbitals of this potential, so the HF gap here is not self-consistent. A variational estimate with Gaussian orbitals suggests that exchange would contract them by 7 to 20\% and raise the gap reduction found below by 0.3 to 0.9~eV. The digits quoted describe the first-order model only.

The orbitals are products of one-dimensional functions. The kernel in (\ref{xq}) can be made a product too, because $\int_0^\infty e^{-q^2t}dt=1/q^2$:
\begin{equation}
X_n=4\pi\int_0^\infty dt\,(1-e^{-\kappa^2t})\prod_{i=x,y,z}\int\frac{dq_i}{2\pi}\,S_{n,i}(q_i)\,e^{-q_i^2t},
\end{equation}
where $S_{n,i}$ is the one-dimensional overlap factor along axis $i$. Dropping $e^{-\kappa^2t}$ gives the bare exchange sum.

At the zone corner the local potential alone has a gap of 3.79~eV. Bare exchange lowers the valence level by 9.02~eV and the $p$-like conduction level by 1.32~eV. The HF gap is
\begin{equation}
3.79+9.02-1.32=11.49\ {\rm eV}.
\end{equation}
The screened sums are $X_v=0.5171$ and $X_c=0.0594$~\AA$^{-1}$. With $e^2=14.40$~eV~\AA,
\begin{equation}
Ae^2(X_v-X_c)=0.75\times14.40\times0.4577\approx4.94\ {\rm eV}.
\end{equation}
The COHSEX gap is 6.55~eV, and $R=2.18$~\AA. The Wannier width is $\sigma=0.94$~\AA, for which the flat-band formula gives $R=2.25$~\AA. Among the eight $k$ points with components 0 or $\pi/a$, the smallest gap, which is indirect, falls from 11.27 to 6.31~eV. This reduction of 4.96~eV is close to the 4.94~eV at the zone corner. The numerical check checks the lattice sums by direct three-dimensional integration.

\textbf{Q.} Do the two levels move towards each other, as your picture of an electron and a hole suggests?

\textbf{A.} Not in the static formula. The Coulomb hole lowers both levels by 8.10~eV. Screening the exchange raises the valence level by 5.59~eV and the conduction level by 0.64~eV. The net shifts are $-2.5$ and $-7.5$~eV: both levels fall, the conduction level by more.

In the static formula a valence level rises only if $X_v>\kappa/2$, which is 0.75~\AA$^{-1}$ here. Otherwise the empty states outweigh the filled ones in the static sum. Many of them lie high, where (\ref{dyn}) has a larger denominator than the static formula assumes, so their downward push is overstated. Evaluating (\ref{dyn}) for this crystal with a single mode energy between 4 and 32~eV confirms this. The valence level then rises by 0.2 to 2.1~eV and the conduction level falls by 3.2 to 4.8~eV, so the two do move towards each other. I would not read ionization energies from the static shifts. In the gap the constant Coulomb hole cancels, but the state-dependent part of the same error need not. The reduction stays within 4.89 to 4.95~eV when the denominators use the levels of the local potential, and it becomes 5.3 to 5.5~eV when the empty bands are shifted up to the HF gap.

\textbf{Q.} How do the dielectric constant and the localization show up separately?

\textbf{A.} With orbitals and $\kappa$ fixed, the gap is 8.19~eV for $\epsilon_0=2$, 6.55~eV for 4 and 5.45~eV for 12. The factor $1-1/\epsilon_0$ saturates, so most of the reduction is present at moderate $\epsilon_0$. Deepening the wells at $\epsilon_0=4$ shrinks the orbitals:
\begin{center}
\begin{tabular}{cccc}
$V_0$ (eV) & $\sigma$ (\AA) & $R$ (\AA) & reduction (eV)\\
4 & 0.94 & 2.18 & 4.9\\
16 & 0.61 & 1.62 & 6.7\\
64 & 0.42 & 1.30 & 8.3\\
400 & 0.26 & 1.04 & 10.3
\end{tabular}
\end{center}
The radius falls by a factor of about 2.1 while $\sigma$ falls by about 3.6, because it is heading for $1/\kappa=0.67$~\AA\ and not for zero. The rising reduction is the effect of localization alone, at fixed $\epsilon_0$. It is not the trend of a crystal screened by its own electrons. Deeper wells widen the local gap to 10, 22 and 57~eV, the independent-particle $\epsilon_0$ of these electrons drops from 1.7 to 1.12, 1.03 and 1.004, and $Ae^2/R$ would then fall from 2.7~eV to below 0.1~eV.

\section{How far to trust the explanation}

\textbf{Q.} May I subtract $Ae^2/R$ from any HF gap and expect the measured one?

\textbf{A.} No. It is a static estimate of the polarization energy that HF omits, for a system that has a gap. Four conditions limit it.

First, the medium must respond fast compared with the relevant level differences. In the four-site ring the static value $-0.0100\,\omega$ exceeds the exact shift in magnitude by about 10\% of the latter, with a band width of only $0.2\,\omega$. The model crystal does not meet this condition if its own electrons set the mode energy, since their plasma energy lies below the gap. Second, a real crystal is not homogeneous, and $W_p(\mathbf r,\mathbf r)$ then varies in space. The Coulomb hole no longer cancels from the gap if valence and conduction electrons sit in different places. Third, the orbitals may change when the exchange is screened. Fourth, linear response around one determinant must be a sound starting point, which fails when several determinants are nearly degenerate.

Within these limits the sign has a clear origin. Bare exchange binds a valence electron strongly, because the valence state overlaps with its own filled band, and it binds a conduction electron weakly. Polarization weakens that difference by the fraction $A$ at long range, and HF leaves this weakening out.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Koopmans gap, frozen-determinant gap (model units): 2.227513, 2.227513
Boson model, conduction shift exact, COHSEX (1e-5 omega): -6.302, -6.275
Boson model, valence shift exact, COHSEX (1e-5 omega): 8.016, 7.975
Ring: hopping 0.05, coupling 0.1, static shift -0.01000 (units of omega)
Ring of 2 sites: exact shift -0.00917, mean field -0.00500
Ring of 3 sites: exact shift -0.00913, mean field -0.00333
Ring of 4 sites: exact shift -0.00913, mean field -0.00250
e2 = 14.3996 eV angstrom; hbar^2/2m = 3.8100 eV angstrom^2
Lattice constant 6.0 angstrom; V0 = 4.0 eV
eps0 = 4.0; A = 0.7500; kappa = 1.5 1/angstrom; 1/kappa = 0.6667 angstrom
Wannier width sigma (one axis): 0.9360 angstrom
Valence 1D band width: 0.1400 eV
Gap of local Hamiltonian at zone corner: 3.788 eV
Bare exchange sums v, c: 0.6262, 0.0915 1/angstrom
Bare exchange energies v, c: -9.018, -1.317 eV
X_v, X_c: 0.5171, 0.0594 1/angstrom
Coulomb-hole shift of every level: -8.100 eV
Exchange-screening shifts v, c: 5.585, 0.642 eV
Total COHSEX shifts v, c: -2.515, -7.458 eV
HF gap at zone corner: 11.488 eV
COHSEX gap at zone corner: 6.545 eV
Gap reduction: 4.944 eV; R = 2.1846 angstrom
Reduction if screening were complete at all q: 5.775 eV
Smallest gap over eight k points, HF, COHSEX: 11.271, 6.308 eV
eps0 =  1.0: A = 0.0000, COHSEX gap = 11.488 eV
eps0 =  2.0: A = 0.5000, COHSEX gap = 8.192 eV
eps0 =  4.0: A = 0.7500, COHSEX gap = 6.545 eV
eps0 = 12.0: A = 0.9167, COHSEX gap = 5.446 eV
V0 =   4.0 eV: sigma = 0.9360 angstrom, reduction = 4.944 eV,
    R lattice = 2.1846, R closed form = 2.2516 angstrom
V0 =  16.0 eV: sigma = 0.6051 angstrom, reduction = 6.654 eV,
    R lattice = 1.6230, R closed form = 1.6331 angstrom
V0 =  64.0 eV: sigma = 0.4158 angstrom, reduction = 8.312 eV,
    R lattice = 1.2992, R closed form = 1.3013 angstrom
V0 = 400.0 eV: sigma = 0.2591 angstrom, reduction = 10.348 eV,
    R lattice = 1.0436, R closed form = 1.0440 angstrom
\end{verbatim}
